Mobility anisotropy of an elliptical two-dimensional band with point scatterers, part 2

Electrons of charge −e, with e > 0, move in a plane of area A with energy E(k) = ħ²kx²/(2mx) + ħ²ky²/(2my) and velocity vi = ħki/mi, where i is x or y. The problem asks how short-range disorder makes the mobility μi depend on direction, and what follows for a germanium well. The band has g spin and valley copies, n is the electron density, and f0′ = df0/dE, with f0 the Fermi function.

Averages over a contour of energy E are ⟨vi⟩ = 0 and ⟨vi²⟩ = E/mi. Its largest wave numbers are Kx = √(2mxE)/ħ and Ky = √(2myE)/ħ. The density of states per area and copy is N0 = md/(2πħ²), with md = √(mxmy). A mean squared matrix element W0/A gives the lifetime τ through

1/τ = mdW0/ħ³.

In part (c), a weak field F changes the occupation by

δf(k) = e f0′ Σi Fi λi(k), λi = τvi,

where λ is the transport mean free path. Hence μi = eτ/mi. In part (f), a Gaussian range b replaces W0 by W0 exp(−b²|k − k′|²), and to first order in b²

μy/μx = (mx/my)[1 − (3/2)b²(Kx² − Ky²)].

In part (g), the averaged retarded Green function is

G(k) = 1/(E − E(k) − Σ), Im Σ = −γ,

with E measured from the shifted band edge. For weak disorder γ = πN0W0 = ħ/(2τ). Without crossed impurity lines, the velocity vertex is Λi(k) = vi(k).

The model tests use ħ = 1, mx = 1 and my = 4, with W0 = 0.005 for the lifetime. The tabulated vertex integral is that of GaGbvx relative to the same integral with |vx|, where Ga and Gb are each G or its conjugate. T describes repeated scattering by one impurity of strength u.

Part (h) now asks: calculate the zero-temperature conductivity σii in the non-crossing approximation for any γ. Does the mobility ratio need long-lived states?

**Solution.** Begin with non-interacting electrons in one fixed impurity arrangement, with eigenstates a and b. A field F cos ωt along i adds the energy e ri F cos ωt. The golden rule gives the upward transition rate

(2π/ħ)(eF/2)²|⟨b|ri|a⟩|² δ(Eb − Ea − ħω).

Since vi is the commutator of ri with the Hamiltonian divided by iħ, |⟨b|ri|a⟩|² = |⟨b|vi|a⟩|²/ω² for these transitions. Multiply by ħω and by fa − fb, which counts absorption less emission. The absorbed power must equal AσiiF²/2, hence

σii(ω) = (πe²/A) Σab |⟨b|vi|a⟩|² [(fa − fb)/ω] δ(Eb − Ea − ħω).

As ω goes to zero, (fa − fb)/ω becomes −ħf0′. At zero temperature −f0′ is a delta function at the Fermi energy E, so

σii = (πe²ħ/A) Σab |⟨b|vi|a⟩|² δ(E − Ea) δ(E − Eb).

The sum runs over all g copies. Each delta function can be written as −1/π times the imaginary part of a Green function. Averaging over impurities without crossed lines and using Λi = vi gives

σii = (ge²ħ/π) ∫d²k/(2π)² vi² [Im G(k)]².

Because Im G depends on k through the energy ε = E(k), the contour average of vi² may be taken first. It is ε/mi, so

σii = (ge²ħN0/(πmi)) I,

I = ∫₀^∞ dε ε γ²/[(E − ε)² + γ²]².

The integral I is the same for both axes. Thus σxx/σyy = my/mx for any γ in this approximation, even where single momentum states are poorly defined. A direct momentum sum for mx = 1, my = 4 and γ/E = 0.30 gave the ratio 4.00000.

To evaluate I, put s = ε − E, so that ε = s + E and s runs from −E to infinity. The part with s is

∫ ds sγ²/(s² + γ²)² = γ²/[2(E² + γ²)].

For the part with E, use

∫ ds γ²/(s² + γ²)² = s/[2(s² + γ²)] + arctan(s/γ)/(2γ),

which is confirmed by differentiation. Between the limits and after multiplication by E it gives

E²/[2(E² + γ²)] + E[π/2 + arctan(E/γ)]/(2γ).

The two fractions with E² + γ² add to 1/2. Hence

I = 1/2 + E[π/2 + arctan(E/γ)]/(2γ).

For γ much smaller than E, arctan(E/γ) = π/2 − γ/E + γ³/(3E³) + …. The term −γ/E contributes −1/2 and cancels the first term, leaving

I = πE/(2γ) + γ²/(6E²) + ….

The leading term with γ = ħ/(2τ) is πEτ/ħ. Since n = gN0E in this limit,

σii = ge²N0Eτ/mi = ne²τ/mi.

The Boltzmann result is recovered, with its numerical factor.

### (i) Masses in a germanium well

**Question.** An unstrained germanium-rich well of width d = 7.0 nm has its normal z along [110], with x along [001] and y along [1-10]. The conduction electrons are in L valleys with masses ml = 1.60 and mt = 0.08, in units of the electron mass and as rough typical values. Find the masses of the lowest subband.

**Solution.** Let n̂ be the unit vector along a valley axis. The inverse mass tensor is

Mij = δij/mt + (1/ml − 1/mt) n̂i n̂j.

Two of the four valleys have n̂ = (±1, 0, √2)/√3. Take the upper sign. With 1/mt = 12.5 and 1/ml = 0.625,

Mzz = 12.5 − 11.875 × 2/3 = 4.583,

Mxx = 12.5 − 11.875/3 = 8.542,

Mxz = −11.875 × √2/3 = −5.598.

For in-plane wave vector k, the x and z parts of the kinetic energy are

Mzz pz²/2 + Mxz ħkx pz + Mxx ħ²kx²/2.

Completing the square turns this into

(Mzz/2)(pz + βħkx)² + (ħ²kx²/2)(Mxx − Mxz²/Mzz), β = Mxz/Mzz.

The wave function exp(−iβkxz)χ(z) removes βħkx from the first term, and the well potential is unaffected by the phase. Therefore χ is the ordinary ground state for mass mz = 1/Mzz = 0.218, and

1/mx = 8.542 − (5.598)²/4.583 = 1.704, mx = 0.587,

while my = mt = 0.080. Solving the tilted-valley problem on a grid of points across the well gave mx = 0.5866, against 0.5867 from the formula. The lower sign of n̂ reverses Mxz and β but not the masses. The two valleys therefore have ellipses of the same size and orientation, heavy along [001].

The other two valleys have axes in the plane and normal mass mt. Their lighter normal mass places them 60.8 meV higher in an unstrained well with hard walls.

For n = 1.0 × 10¹² cm⁻² = 0.010 nm⁻², two spins and two valleys give g = 4. From n = gN0EF with md = √(0.5867 × 0.0800) = 0.217,

EF = πħ²n/(2md) ≈ 5.5 meV.

The contour reaches Kx = 0.292 nm⁻¹ and Ky = 0.108 nm⁻¹. At 4.2 K the thermal energy is 0.36 meV, and the higher valleys are practically empty.

### (j) Alloy disorder as a point scatterer

**Question.** Let a fraction c = 0.05 of the atoms be silicon, placed at random. Each substitution acts as a local potential of U = 0.60 eV over one atomic volume Ω = 0.02267 nm³, a rough value for U. Find W0 and the mobilities when intervalley scattering is as strong as scattering within a valley.

**Solution.** The mean alloy potential shifts the band. The scattering potential is what remains,

V(r) = UΩ Σj (ηj − c) δ(r − Rj),

where ηj is 1 on a silicon site and 0 otherwise. Different sites are independent, with variance c(1 − c). In the mean squared matrix element each site contributes the squared modulus of the product of the initial and final wave functions. The phases exp(−iβkxz) drop out of this modulus. Replacing the sum over sites by an integral divided by Ω,

W0 = c(1 − c)ΩU² ∫dz χ⁴.

For hard walls χ² = (2/d)cos²(πz/d). The integral of cos⁴ over the width is 3d/8, so ∫χ⁴dz = (4/d²)(3d/8) = 3/(2d). Hence

W0 = 0.05 × 0.95 × 0.02267 × 0.60² × 3/(2 × 7.0)
= 8.3 × 10⁻⁵ eV² nm².

Averages over 2000 random alloys, at two different momentum transfers along x and with the valley phase included, gave 1.009 and 0.980 times this value. The expected sampling error is about 1/√2000, or 2%.

The equal intervalley strength is an assumption of the example. It doubles the number of final states without favouring any direction. In the Boltzmann equation the in-scattering from both valleys averages to zero, so λi = τvi still holds, now with

τ = ħ³/(2mdW0) = 1.39 ps.

With e/me = 1.759 × 10¹¹ C/kg, where me is the electron mass, the factor eτ/me is 0.245 m²/Vs, or 2450 cm²/Vs. Dividing by the masses,

μ[001] = 2450/0.587 ≈ 4200 cm²/Vs,

μ[1-10] = 2450/0.080 ≈ 31000 cm²/Vs.

Their ratio is mx/my = 7.33. A numerical solution of the two-valley Boltzmann equation, with all in-scattering kept, gave mobilities of 4179 and 30643 cm²/Vs and the ratio 7.3333. These values take the alloy potential as unscreened, so that scattering within a valley is the same for all changes of momentum. Weaker intervalley scattering would then raise both mobilities by the same factor. Part (k) considers screening.

### (k) What the example leaves out

**Question.** Estimate the neglected effects for the same well. Which of them change the ratio?

**Solution.** Take first the size of an impurity. Let the scattering within a valley have a Gaussian range of one bond length, b = 0.245 nm, and leave intervalley scattering constant. The range then affects half of the total rate, so the correction of part (f) is halved:

(3/4)b²(Kx² − Ky²) = 0.75 × 0.0600 × (0.0853 − 0.0117) = 0.0033.

This lowers the ratio from 7.333 to 7.309. The full numerical solution also gives 7.309. By contrast, a range of 3.0 nm with one valley alone gives 3.27. There bKx is 0.88, outside the reach of the expansion, and the inverse mass ratio fails badly.

Charged centres have a long-range potential. Take 1.0 × 10¹⁰ cm⁻² of them in the middle of the well, a dielectric constant of 16, and scattering within each valley. Let the electrons screen linearly and statically, as if they formed a thin sheet. In this rough model the ratio becomes 7.12 and the [1-10] mobility falls by 6%. The thickness of the electron layer would weaken the screening and enlarge the loss of mobility. More charge, or charge elsewhere, needs a new calculation.

The electrons also screen the alloy potential, which the values above ignore. Screening is strongest for small changes of momentum, so scattering within a valley is no longer constant. Take linear static screening and keep intervalley scattering at its unscreened strength. The ratio then rises to about 7.6 for a thin sheet, and to about 8.7 when the layer thickness and the valley phase are included. In the second case the mobilities are about 6100 and 53000 cm²/Vs.

Rough walls scatter as well, and with a finite range. Take independent roughness on the two hard walls, with height correlation Δ² exp(−r²/Λ²), Δ = 0.2 nm and Λ = 5 nm. Added to the alloy scattering without any screening, it lowers the ratio to about 5.0 and the mobilities to about 1800 and 9200 cm²/Vs. The result depends on the form of the correlation: with exp(−r²/2Λ²) the ratio is about 3.8. Screening removes most of the effect. With thin-sheet screening of both roughness and intravalley alloy scattering, the ratio is about 7.6 and the mobilities about 6600 and 50000 cm²/Vs, against 7700 and 58000 for the screened alloy alone.

Acoustic phonons can be sized with a deformation potential of 10 eV and a stiffness of 1.5 × 10¹¹ J/m³, both rough. Classical occupation of the acoustic modes gives a phonon rate of 0.05 times the alloy rate at 4.2 K and 3.6 times at 300 K. The first figure is an overestimate. With a sound speed of about 5 km/s, a phonon of wave number 2Kx has an energy of about 2 meV, well above the thermal energy of 0.36 meV, and is rarely excited.

Other effects act on the inputs. Nonparabolicity, with a rough coefficient of 0.3 eV⁻¹, shifts the masses by about 2%. Behind a barrier of 0.3 eV the wave function penetrates about 0.76 nm at each wall, together 22% of the width. As W0 varies as 1/d, the mobilities could rise by about that fraction, provided the barrier itself adds little alloy scattering. The ratio stays the same if the in-plane masses do. The barrier also brings the higher valleys closer, because their lighter normal mass penetrates further. With the same masses in well and barrier, the gap falls from 60.8 meV to about 27 meV, which still leaves these valleys practically empty at 4.2 K. A lower barrier reduces the gap further, to about 18 meV at 0.12 eV. These barrier heights are assumed values for the L valleys alone. In a silicon-germanium barrier with more than roughly 15% silicon the Δ valleys, not treated here, become the lowest conduction valleys of the alloy.

Crossed diagrams are governed by ħ/(EFτ) = 0.085. This is an expansion parameter, not the size of the correction, which also depends on how long the electrons remain coherent. The linearised occupation of part (c) needs a field well below 17 V/cm, at which an electron gains the thermal energy over its mean free path of 217 nm along [1-10]. Heating can set a lower limit, because elastic collisions remove no energy from the electrons.

At room temperature the picture changes. The estimated phonon rate then exceeds the alloy rate, so alloy disorder no longer dominates. If this acoustic rate is simply added to the unscreened alloy rate, with masses and valley filling held fixed, both mobilities fall by a factor of about 4.6, to roughly 900 and 6700 cm²/Vs. Optical phonons, not counted here, lower them further. Even these are not predictions for a device, because at 300 K the higher valleys lie only 2.35 thermal energies above the lowest with hard walls, and about 1.1 behind the 0.3 eV barrier. They would also hold some of the electrons.

Strain matters even in the cold. A barrier richer in silicon can compress the well in its plane, which lowers the two valleys with axes in the plane relative to the other two. With a typical shear deformation potential of 16 eV, a compression of about 0.4% is enough to reverse their order in the well with hard walls, and about 0.2% behind the 0.3 eV barrier. The masses of part (i) then no longer describe the occupied valleys. The ratio 7.33 therefore belongs to an idealised cold and nearly unstrained well. The scattering there must be the same for all changes of momentum, even after screening, and the two valleys with axes tilted out of the plane must hold the electrons. The numerical output below lists the main values used.

Computed values

```
MODEL TESTS (hbar = 1, mx = 1, my = 4)
golden-rule lifetime: 100.0
wave-propagation decay time, motion along x: 101.4
wave-propagation decay time, motion along y: 101.6
thermal ratio, energy-dependent lifetime: 4.000000
broadened-bubble ratio (gamma/E = 0.30): 4.00000
relative vertex integral, point scatterer: -4.6e-06
relative vertex integral, finite range: 0.933
strong scatterer |T/u|: 0.120
GERMANIUM (110) WELL, INPUTS
bulk masses long., trans.: 1.60, 0.08 m_e
well width: 7.0 nm; lattice constant: 0.566 nm
silicon fraction: 0.05; alloy potential: 0.60 eV
electron density: 1.0e+12 cm^-2; T: 4.2 K
GERMANIUM (110) WELL, RESULTS
mass normal to well: 0.2182 m_e
mass along [001]: 0.5867 m_e
same mass from discretised well: 0.5866 m_e
mass along [1-10]: 0.0800 m_e
density-of-states mass: 0.2166 m_e
confinement energy: 35.2 meV
Fermi energy: 5.52 meV; kT: 0.362 meV
Fermi wave numbers [001], [1-10]: 0.292, 0.108 nm^-1
atomic volume: 0.02267 nm^3
alloy strength W0: 8.305e-05 eV^2 nm^2
sampled/formula W0, two q: 1.009, 0.980
lifetime with intervalley scattering: 1.394 ps
mobility along [001], Boltzmann: 4179 cm^2/Vs
mobility along [1-10], Boltzmann: 30643 cm^2/Vs
e tau/m, [001] and [1-10]: 4179, 30643 cm^2/Vs
mobility ratio: 7.3333; inverse mass ratio: 7.3333
ratio for 3.0 nm range, one valley: 3.272
NEGLECTED EFFECTS
ratio for scatterer range 0.245 nm: 7.3092
charged centres assumed: 1.0e+10 cm^-2
ratio with charged centres: 7.121
[1-10] mobility with charged centres: 28773 cm^2/Vs
deformation potential: 10 eV; stiffness: 1.5e+11 J/m^3
phonon/alloy rate, equipartition, 4.2 K: 0.050
phonon/alloy rate, equipartition, 300 K: 3.56
next valleys above lowest: 60.8 meV
(valley gap - Fermi energy)/kT, 4.2 K: 153
valley gap/kT at 300 K: 2.35
nonparabolic mass shift 2 alpha (E_conf+E_F), alpha = 0.3/eV: 0.024
wall penetration, 0.3 eV barrier: 0.76 nm; both walls/width: 0.22
crossed-diagram parameter hbar/(E_F tau): 0.085
mean free path along [1-10]: 217 nm
field giving kT per free path: 16.7 V/cm
```
